**Three-level cascade laser: inversion, gain and threshold**

The program tests the inversion n3 − n2 = J·tau_eff/e − n_b, where n3 and n2 are the sheet densities of the upper and lower laser levels, J is the current density, e is the elementary charge and n_b is the thermal refilling of level 2. Here tau_eff = tau3(1 − tau21/tau32), tau_ij is the lifetime for the transition from i to j, and tau3 is the total lifetime of level 3. Random electron histories and linear solutions for 500 sets of lifetimes assert the populations, the condition tau21 < tau32 without refilling, and the formula for current leaking into level 2. The gain cross section is compared with a time integration of the driven coherence, and the mirror loss with outgoing waves at a slab. The coupled electron and light equations are integrated to assert the threshold and the slope of stimulated emission above it. For the model parameters, the formula gives a threshold of 1251.5 A/cm² and the integrated equations give 1252.1 A/cm². Raising tau21 from 0.4 to 1.6 ps raises the threshold to about 5.0 kA/cm², while at 2.4 ps tau_eff is negative and no threshold exists.

## Numerical verification

```python
"""Threshold of a three-level quantum cascade laser.

Result under test, for injection of all current into level 3:
    n3 - n2 = (J/e) tau_eff - n_b,  tau_eff = tau3 (1 - tau21/tau32)
    G = sigma (n3 - n2) / Lp,  sigma = 4 pi e^2 omega z^2 / (n c gamma)
    J_th = (e/tau_eff) [(alpha_w + alpha_m) Lp/(Gamma sigma) + n_b]
n3, n2: sheet densities of upper and lower laser level in one period
tau_ij: lifetime for i -> j;  1/tau3 = 1/tau32 + 1/tau31
n_b: thermal refilling of level 2;  J: current density
z: dipole matrix element;  gamma: half width at half maximum (energy)
Lp: period length;  n: refractive index;  Gamma: modal overlap
alpha_w, alpha_m: waveguide and mirror loss
The formulas use Gaussian units; times are in ps, lengths in cm.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp

# Model parameters
tau32, tau31, tau21 = 2.0, 4.0, 0.4              # ps
photon_meV, fwhm_meV = 150.0, 15.0
dipole_cm, period_cm = 2.0e-7, 50.0e-7
index, overlap = 3.2, 0.5
alpha_w = 10.0                                   # 1/cm
length_cm, width_cm = 0.3, 10.0e-4
reservoir, gap21_meV, temperature = 1.0e11, 100.0, 300.0

# Gaussian constants obtained from SI values
hbar_cgs = const.hbar * 1e7
c_cgs = const.c * 100
e_esu = const.e * const.c * 10
meV_erg = const.e * 1e-3 * 1e7
kT_meV = const.k * temperature / const.e * 1e3
amp_per_flux = const.e * 1e12                    # A per (electron/ps)

# Derived formulas


def effective_time(t32, t31, t21):
    return (1 - t21 / t32) / (1 / t32 + 1 / t31)


tau3 = 1 / (1 / tau32 + 1 / tau31)
tau_eff = effective_time(tau32, tau31, tau21)
gamma_meV = fwhm_meV / 2
omega = photon_meV * meV_erg / hbar_cgs
wavelength_cm = 2 * np.pi * c_cgs / omega
sigma = (4 * np.pi * e_esu**2 * omega * dipole_cm**2
         / (index * c_cgs * gamma_meV * meV_erg))
reflectivity = ((index - 1) / (index + 1))**2
alpha_m = np.log(1 / reflectivity) / length_cm
alpha = alpha_w + alpha_m
n_back = reservoir * np.exp(-gap21_meV / kT_meV)
needed_inversion = alpha * period_cm / (overlap * sigma)


def threshold_current(time_eff, refill):
    return amp_per_flux * (needed_inversion + refill) / time_eff


J_th = threshold_current(tau_eff, n_back)
J_th_cold = threshold_current(tau_eff, 0.0)
J_transparency = amp_per_flux * n_back / tau_eff
slope_formula = tau_eff / (tau_eff + tau21)
gain_per_kA = sigma * tau_eff / (amp_per_flux * period_cm) * 1000

# Test: random histories of single electrons give residence times
rng = np.random.default_rng(7)
electrons = 400000
wait32 = rng.exponential(tau32, electrons)
wait31 = rng.exponential(tau31, electrons)
stay3 = np.minimum(wait32, wait31)
stay2 = np.where(wait32 < wait31, rng.exponential(tau21, electrons), 0.0)
mc3, mc2 = stay3.mean(), stay2.mean()
# Statistical error is a few parts in a thousand
assert abs(mc3 / tau3 - 1) < 0.01
assert abs(mc2 / (tau3 * tau21 / tau32) - 1) < 0.015
assert abs((mc3 - mc2) / tau_eff - 1) < 0.015


# Test: inversion criterion and leakage on many sets of lifetimes
def steady_state(flux, t32, t31, t21, eta=1.0, refill=0.0):
    rates = np.array([[-1 / t32 - 1 / t31, 0.0], [1 / t32, -1 / t21]])
    source = np.array([eta * flux, (1 - eta) * flux + refill / t21])
    return np.linalg.solve(rates, -source)


inverted_sets = 0
number_of_sets = 500
for _ in range(number_of_sets):
    t32, t31, t21 = 10**rng.uniform(-1, 1, 3)
    eta = rng.uniform(0.3, 1.0)
    upper, lower = steady_state(1.0, t32, t31, t21)
    assert (upper > lower) == (t21 < t32)
    inverted_sets += int(upper > lower)
    upper, lower = steady_state(1.0, t32, t31, t21, eta)
    leaky = eta * effective_time(t32, t31, t21) - (1 - eta) * t21
    assert np.isclose(upper - lower, leaky, rtol=1e-9, atol=1e-11)
    assert upper <= lower or t21 < t32
assert 0 < inverted_sets < number_of_sets


# Test: cross section from the driven coherence, without rotating wave
def emitted_work(frequency_ratio):
    """Mean emitted power of one inverted electron, in scaled units."""
    damping = gamma_meV / photon_meV

    def motion(s, coherence):
        return (-(1j + damping) * coherence
                + 1j * np.cos(frequency_ratio * s))

    cycle = 2 * np.pi / frequency_ratio
    times = cycle * (80 + np.arange(64) / 64)
    run = solve_ivp(motion, (0, 81 * cycle), [0j], method="DOP853",
                    t_eval=times, rtol=1e-9, atol=1e-10)
    assert run.success
    return np.mean(2 * np.sin(frequency_ratio * times) * run.y[0].real)


photon_J = photon_meV * 1e-3 * const.e
resonant_work = emitted_work(1.0)
sigma_numeric = (2 * (photon_J / const.hbar) * const.e**2
                 * (dipole_cm / 100)**2 * resonant_work
                 / (photon_J * const.c * index * const.epsilon_0)) * 1e4
# Counter-rotating terms are of relative order (gamma/photon energy)^2
assert abs(sigma_numeric / sigma - 1) < 1.5e-3
half_work = emitted_work(1 + gamma_meV / photon_meV)
assert abs(half_work / resonant_work - 0.5) < 2e-3

# Test: mirror loss from outgoing waves on both sides of a slab
outside_phase = 2 * mp.pi * length_cm / wavelength_cm
mode_number = int(mp.nint(index * outside_phase / mp.pi))


def boundary_mismatch(shift):
    q = mode_number * mp.pi + shift
    p = outside_phase
    forward, backward = mp.exp(1j * q), mp.exp(-1j * q)
    determinant = (-(q + p) * (q + p) * backward
                   + (q - p) * (q - p) * forward)
    return determinant / p**2


root = mp.findroot(boundary_mismatch, mp.mpc(0, -0.3))
alpha_m_numeric = float(-2 * mp.im(root) / length_cm)
# The slab resonance has a slightly different index than the input
assert abs(alpha_m_numeric / alpha_m - 1) < 1e-3

# Test: threshold and slope from coupled electron and light equations
density_unit = 1e9


def run_laser(current):
    """Return stimulated rate per area and log of the light level."""
    flux = current / amp_per_flux / density_unit
    refill = n_back / density_unit
    speed = c_cgs / index * 1e-12                # cm/ps

    def motion(t, state):
        upper, lower, log_light = state
        inversion = upper - lower
        stimulated = np.exp(log_light) * inversion
        gain = sigma_numeric * inversion * density_unit / period_cm
        return [flux - upper / tau32 - upper / tau31 - stimulated,
                upper / tau32 + stimulated - (lower - refill) / tau21,
                speed * (overlap * gain - alpha_w - alpha_m_numeric)]

    run = solve_ivp(motion, (0, 5000), [0.0, refill, np.log(1e-3)],
                    method="LSODA", rtol=1e-9, atol=1e-10)
    assert run.success
    upper, lower, log_light = run.y[:, -1]
    return np.exp(log_light) * (upper - lower) * density_unit, log_light


assert run_laser(0.95 * J_th)[1] < -20           # light dies out
current_a, current_b = 1.2 * J_th, 1.5 * J_th
light_a, light_b = run_laser(current_a)[0], run_laser(current_b)[0]
slope_numeric = ((light_b - light_a) * amp_per_flux
                 / (current_b - current_a))
J_th_numeric = current_a - light_a * amp_per_flux / slope_numeric
assert abs(slope_numeric / slope_formula - 1) < 1e-3
# Same counter-rotating correction as in the cross section
assert abs(J_th_numeric / J_th - 1) < 2e-3

# Test: upward thermal transitions into level 3 are negligible here
up32 = np.exp(-photon_meV / kT_meV)
up31 = np.exp(-(photon_meV + gap21_meV) / kT_meV)
up21 = np.exp(-gap21_meV / kT_meV)
full_rates = np.array([[-1 / tau32 - 1 / tau31, up32 / tau32],
                       [1 / tau32, -1 / tau21 - up32 / tau32]])


def full_inversion(flux):
    source = np.array([flux + reservoir * up31 / tau31,
                       reservoir * up21 / tau21])
    upper, lower = np.linalg.solve(full_rates, -source)
    return upper - lower


offset = full_inversion(0.0)
flux_th = J_th / amp_per_flux
full_slope = (full_inversion(flux_th) - offset) / flux_th
J_th_full = amp_per_flux * (needed_inversion - offset) / full_slope
thermal_change = 100 * (J_th_full / J_th - 1)
assert abs(thermal_change) < 1.0

# Populations at threshold and slower emptying of level 2
n3_th, n2_th = steady_state(flux_th, tau32, tau31, tau21, refill=n_back)
assert np.isclose(n3_th - n2_th, needed_inversion, rtol=1e-9)
slow21, blocked21 = 1.6, 2.4
slow_eff = effective_time(tau32, tau31, slow21)
blocked_eff = effective_time(tau32, tau31, blocked21)
assert slow21 > tau3 and slow_eff > 0 > blocked_eff
J_th_slow = threshold_current(slow_eff, n_back)

print(f"tau32, tau31, tau21 = {tau32}, {tau31}, {tau21} ps")
print(f"photon energy = {photon_meV:.0f} meV")
print(f"full linewidth 2 gamma = {fwhm_meV:.0f} meV")
print(f"dipole matrix element = {dipole_cm*1e7:.1f} nm")
print(f"period length = {period_cm*1e7:.0f} nm")
print(f"refractive index = {index:.1f} (no unit)")
print(f"modal overlap = {overlap:.2f} (no unit)")
print(f"waveguide loss = {alpha_w:.1f} 1/cm")
print(f"cavity length = {length_cm*10:.1f} mm")
print(f"cavity width = {width_cm*1e4:.0f} micrometre")
print(f"reservoir density = {reservoir:.2e} 1/cm^2")
print(f"level 2 above reservoir = {gap21_meV:.0f} meV")
print(f"temperature = {temperature:.0f} K")
print(f"thermal energy kT = {kT_meV:.3f} meV")
print(f"tau3 = {tau3:.4f} ps")
print(f"ratio tau21/tau32 = {tau21/tau32:.3f} (no unit)")
print(f"tau_eff = {tau_eff:.4f} ps")
print(f"random histories: tau_eff = {mc3-mc2:.4f} ps")
print(f"inverted random sets = {inverted_sets} of {number_of_sets}")
print(f"angular frequency = {omega:.4e} 1/s")
print(f"vacuum wavelength = {wavelength_cm*1e4:.3f} micrometre")
print(f"cross section, formula = {sigma:.4e} cm^2")
print(f"cross section, driven coherence = {sigma_numeric:.4e} cm^2")
print(f"gain ratio at detuning gamma = {half_work/resonant_work:.4f}")
print(f"gain coefficient dG/dJ = {gain_per_kA:.2f} cm/kA")
print(f"facet reflectivity = {reflectivity:.4f} (no unit)")
print(f"mirror loss, formula = {alpha_m:.3f} 1/cm")
print(f"mirror loss, slab waves = {alpha_m_numeric:.3f} 1/cm")
print(f"total loss = {alpha:.3f} 1/cm")
print(f"material gain at threshold = {alpha/overlap:.2f} 1/cm")
print(f"inversion at threshold = {needed_inversion:.3e} 1/cm^2")
print(f"thermal refilling n_b = {n_back:.3e} 1/cm^2")
print(f"n3 at threshold = {n3_th:.3e} 1/cm^2")
print(f"n2 at threshold = {n2_th:.3e} 1/cm^2")
print(f"J_th without refilling = {J_th_cold:.1f} A/cm^2")
print(f"transparency current density = {J_transparency:.1f} A/cm^2")
print(f"J_th with refilling = {J_th:.1f} A/cm^2")
print(f"J_th in Gaussian units = {J_th*const.c*10:.3e} statA/cm^2")
print(f"J_th from laser equations = {J_th_numeric:.1f} A/cm^2")
print(f"threshold current = {J_th*length_cm*width_cm:.3f} A")
print(f"change by other upward rates = {thermal_change:.3f} percent")
print(f"slope fraction, formula = {slope_formula:.4f} (no unit)")
print(f"slope fraction, laser equations = {slope_numeric:.4f}")
print(f"tau_eff for tau21 = {slow21} ps: {slow_eff:.4f} ps")
print(f"J_th for tau21 = {slow21} ps: {J_th_slow:.1f} A/cm^2")
print(f"tau_eff for tau21 = {blocked21} ps: {blocked_eff:.4f} ps")
print("all assertions hold")
```

Running it gives:

```
tau32, tau31, tau21 = 2.0, 4.0, 0.4 ps
photon energy = 150 meV
full linewidth 2 gamma = 15 meV
dipole matrix element = 2.0 nm
period length = 50 nm
refractive index = 3.2 (no unit)
modal overlap = 0.50 (no unit)
waveguide loss = 10.0 1/cm
cavity length = 3.0 mm
cavity width = 10 micrometre
reservoir density = 1.00e+11 1/cm^2
level 2 above reservoir = 100 meV
temperature = 300 K
thermal energy kT = 25.852 meV
tau3 = 1.3333 ps
ratio tau21/tau32 = 0.200 (no unit)
tau_eff = 1.0667 ps
random histories: tau_eff = 1.0644 ps
inverted random sets = 257 of 500
angular frequency = 2.2789e+14 1/s
vacuum wavelength = 8.266 micrometre
cross section, formula = 2.2925e-14 cm^2
cross section, driven coherence = 2.2911e-14 cm^2
gain ratio at detuning gamma = 0.4997
gain coefficient dG/dJ = 30.53 cm/kA
facet reflectivity = 0.2744 (no unit)
mirror loss, formula = 4.311 1/cm
mirror loss, slab waves = 4.311 1/cm
total loss = 14.311 1/cm
material gain at threshold = 28.62 1/cm
inversion at threshold = 6.242e+09 1/cm^2
thermal refilling n_b = 2.090e+09 1/cm^2
n3 at threshold = 1.042e+10 1/cm^2
n2 at threshold = 4.173e+09 1/cm^2
J_th without refilling = 937.6 A/cm^2
transparency current density = 313.9 A/cm^2
J_th with refilling = 1251.5 A/cm^2
J_th in Gaussian units = 3.752e+12 statA/cm^2
J_th from laser equations = 1252.1 A/cm^2
threshold current = 0.375 A
change by other upward rates = -0.131 percent
slope fraction, formula = 0.7273 (no unit)
slope fraction, laser equations = 0.7273
tau_eff for tau21 = 1.6 ps: 0.2667 ps
J_th for tau21 = 1.6 ps: 5006.0 A/cm^2
tau_eff for tau21 = 2.4 ps: -0.2667 ps
all assertions hold
```
